# Counting piezomagnetic classes and the piezomagnetic tensor of antiferromagnetic rutiles: a program that tests the result

```python
"""Piezomagnetism M_i = L_ijk s_jk (M magnetization, s stress, L symmetric in jk).
Results under test:
 * 66 of the 122 magnetic point groups allow a nonzero L;
 * a rutile antiferromagnet with moments along +z and -z has only
   L14 = L25 and L36 (Voigt form, M_z = L36 s_xy), odd under domain reversal;
 * a two-sublattice mean-field model has
   L36 = (2 muB/V) b K g s / (2 C66 (1 + b (J - K))),  b = (1 - s^2)/(kB T),
   s: sublattice average, J: coupling between sublattices, K: coupling within
   one, g: relative change of K per apical bond stretch, C66: shear modulus,
   V: cell volume.
An operation is a pair (R, theta): orthogonal matrix and time sign +1 or -1.
"""
from collections import Counter
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def matrix_key(matrix):
    return tuple(int(v) for v in np.rint(1000 * np.asarray(matrix)).ravel())


def matrix_group(generators):
    elements = [np.eye(3)]
    seen = {matrix_key(elements[0])}
    for element in elements:          # the list grows while it is traversed
        for generator in generators:
            new = element @ generator
            if matrix_key(new) not in seen:
                seen.add(matrix_key(new))
                elements.append(new)
    return elements


def rotation_z(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


INVERSION = -np.eye(3)
TWO_X = np.diag([1.0, -1.0, -1.0])
FOUR_Z = np.rint(rotation_z(np.pi / 2))
THREE_111 = np.array([[0, 0, 1.0], [1, 0, 0], [0, 1, 0]])
TWO_110 = np.array([[0, 1.0, 0], [1, 0, 0], [0, 0, -1]])
cubic = matrix_group([FOUR_Z, THREE_111, INVERSION])
hexagonal = matrix_group([rotation_z(np.pi / 3), TWO_X, INVERSION])
assert len(cubic) == 48 and len(hexagonal) == 24


def magnetic_subgroups(matrices):
    """All subgroups of (point group) x (time reversal), as lists of pairs."""
    index = {matrix_key(m): i for i, m in enumerate(matrices)}
    spatial = [[index[matrix_key(a @ b)] for b in matrices] for a in matrices]
    size = 2 * len(matrices)
    table = [[2 * spatial[a // 2][b // 2] + ((a ^ b) & 1)
              for b in range(size)] for a in range(size)]
    trivial = frozenset([0])
    found = {trivial: ()}
    stack = [trivial]
    while stack:
        group = stack.pop()
        done = set(group)
        for extra in range(size):
            if extra in done:
                continue
            done.update(table[extra][h] for h in group)
            generators = found[group] + (extra,)
            members, frontier = {0}, [0]
            while frontier:
                row = table[frontier.pop()]
                for g in generators:
                    if row[g] not in members:
                        members.add(row[g])
                        frontier.append(row[g])
            larger = frozenset(members)
            if larger not in found:
                found[larger] = generators
                stack.append(larger)
    return [[(matrices[e // 2], 1 - 2 * (e & 1)) for e in group]
            for group in found]


def determinant(matrix):
    return int(round(np.linalg.det(matrix)))


def signature(operations):
    kinds = Counter((determinant(r), int(round(np.trace(r))), t)
                    for r, t in operations)
    return tuple(sorted(kinds.items()))


SWAP = np.zeros((27, 27))
for i, j, k in product(range(3), repeat=3):
    SWAP[9 * i + 3 * j + k, 9 * i + 3 * k + j] = 1
SYMMETRIZER = (np.eye(27) + SWAP) / 2


def invariant_tensors(operations):
    """Orthonormal basis of the tensors L unchanged by all operations."""
    total = np.zeros((27, 27))
    for r, theta in operations:
        total += theta * determinant(r) * np.kron(r, np.kron(r, r))
    projector = SYMMETRIZER @ total @ SYMMETRIZER / len(operations)
    values, vectors = np.linalg.eigh((projector + projector.T) / 2)
    assert np.all(np.minimum(abs(values), abs(values - 1)) < 1e-8)
    return [v.reshape(3, 3, 3) for v in vectors[:, values > 0.5].T]


def moment_dimension(operations):
    return int(round(sum(t * determinant(r) * np.trace(r)
                         for r, t in operations) / len(operations)))


# ---- Brute-force classification of the magnetic point groups
classes = {}
subgroup_number = 0
for parent in (cubic, hexagonal):
    for operations in magnetic_subgroups(parent):
        subgroup_number += 1
        classes.setdefault(signature(operations), operations)
assert len(classes) == 122

ORDER_FROM_TRACE = {3: 1, -1: 2, 0: 3, 1: 4, 2: 6}
brute = {}
grey = anti_inversion = allowed = allowed_plain = ferromagnetic = 0
for operations in classes.values():
    dimension = len(invariant_tensors(operations))
    moment = moment_dimension(operations)
    assert moment == 0 or dimension > 0
    ferromagnetic += moment > 0
    allowed += dimension > 0
    allowed_plain += dimension > 0 and all(t == 1 for _, t in operations)
    primed = {matrix_key(r) for r, t in operations if t == -1}
    if matrix_key(np.eye(3)) in primed:
        grey += 1
        assert dimension == 0
    elif matrix_key(INVERSION) in primed:
        anti_inversion += 1
        assert dimension == 0
    else:
        proper = {matrix_key(determinant(r) * r): determinant(r) * np.trace(r)
                  for r, _ in operations}
        orders = Counter(ORDER_FROM_TRACE[int(round(t))]
                         for t in proper.values())
        brute.setdefault(tuple(sorted(orders.items())),
                         Counter())[dimension] += 1

# ---- Count from real characters of the 11 proper rotation groups
# Each entry: conjugacy classes (rotation order, number), then real characters.
ROTATION_GROUPS = {
    "1": ([(1, 1)], [[1]]),
    "2": ([(1, 1), (2, 1)], [[1, 1], [1, -1]]),
    "222": ([(1, 1), (2, 1), (2, 1), (2, 1)],
            [[1, 1, 1, 1], [1, 1, -1, -1], [1, -1, 1, -1], [1, -1, -1, 1]]),
    "4": ([(1, 1), (4, 2), (2, 1)], [[1, 1, 1], [1, -1, 1]]),
    "422": ([(1, 1), (4, 2), (2, 1), (2, 2), (2, 2)],
            [[1, 1, 1, 1, 1], [1, 1, 1, -1, -1],
             [1, -1, 1, 1, -1], [1, -1, 1, -1, 1]]),
    "3": ([(1, 1), (3, 2)], [[1, 1]]),
    "32": ([(1, 1), (3, 2), (2, 3)], [[1, 1, 1], [1, 1, -1]]),
    "6": ([(1, 1), (6, 2), (3, 2), (2, 1)], [[1, 1, 1, 1], [1, -1, 1, -1]]),
    "622": ([(1, 1), (6, 2), (3, 2), (2, 1), (2, 3), (2, 3)],
            [[1, 1, 1, 1, 1, 1], [1, 1, 1, 1, -1, -1],
             [1, -1, 1, -1, 1, -1], [1, -1, 1, -1, -1, 1]]),
    "23": ([(1, 1), (2, 3), (3, 8)], [[1, 1, 1]]),
    "432": ([(1, 1), (3, 8), (2, 3), (4, 6), (2, 6)],
            [[1, 1, 1, 1, 1], [1, 1, 1, -1, -1]]),
}


def coefficient_number(columns, time_character):
    total = 0.0
    for (order, number), sign in zip(columns, time_character):
        angle = 2 * np.pi / order
        chi, chi_double = 1 + 2 * np.cos(angle), 1 + 2 * np.cos(2 * angle)
        total += number * sign * chi * (chi**2 + chi_double) / 2
    return int(round(total / sum(number for _, number in columns)))


print("Magnetic point groups (classes):", len(classes))
print("Subgroups enumerated in the two parent groups:", subgroup_number)
print("Classes with 1':", grey, "; with I1' but not 1':", anti_inversion)
print("Rotation group: allowed with I + without I = sum; n per time character")
character_total = 0
for name, (columns, characters) in ROTATION_GROUPS.items():
    with_inversion = {tuple(sorted(zip(columns, tau))):
                      coefficient_number(columns, tau) for tau in characters}
    without = {tuple(sorted(zip(columns, eps, tau))):
               coefficient_number(columns, tau)
               for eps in characters for tau in characters}
    derived = Counter(list(with_inversion.values()) + list(without.values()))
    orders = Counter()
    for order, number in columns:
        orders[order] += number
    assert derived == brute[tuple(sorted(orders.items()))], name
    count_i = sum(n > 0 for n in with_inversion.values())
    count_no = sum(n > 0 for n in without.values())
    character_total += count_i + count_no
    print(f"  {name:>3}: {count_i} + {count_no} = {count_i + count_no};"
          f" n = {list(with_inversion.values())}")
assert len(brute) == len(ROTATION_GROUPS)
assert allowed == character_total == 66
print("Piezomagnetic classes: projection", allowed,
      "; characters", character_total)
print("  without primed operations:", allowed_plain,
      "; with primed operations:", allowed - allowed_plain)
print("  also allowing a spontaneous moment:", ferromagnetic)

# ---- Rutile structure and its magnetic point group
U = 0.3
CATIONS = np.array([[0, 0, 0], [0.5, 0.5, 0.5]])
ANIONS = np.array([[U, U, 0], [-U, -U, 0],
                   [0.5 + U, 0.5 - U, 0.5], [0.5 - U, 0.5 + U, 0.5]])


def site_key(position):
    return tuple(int(v) % 1000 for v in np.rint(1000 * np.asarray(position)))


def structure_symmetry(moment_a, anions):
    moments = {site_key(CATIONS[0]): np.array(moment_a, float),
               site_key(CATIONS[1]): -np.array(moment_a, float)}
    anion_set = {site_key(p) for p in anions}
    result = {}
    for r in cubic:
        if abs(r[2, 2]) < 0.5:
            continue
        for theta, shift in product((1, -1), CATIONS):
            if {site_key(r @ p + shift) for p in anions} != anion_set:
                continue
            if all(np.allclose(theta * determinant(r) * r @ moments[site_key(p)],
                               moments[site_key(r @ p + shift)])
                   for p in CATIONS):
                result[(matrix_key(r), theta)] = (r, theta)
    return list(result.values())


rutile = structure_symmetry([0, 0, 1], ANIONS)
time_sign = {matrix_key(r): t for r, t in rutile}
assert len(rutile) == len(time_sign) == 16
assert [time_sign[matrix_key(m)] for m in
        (FOUR_Z, TWO_X, TWO_110, INVERSION)] == [-1, 1, -1, 1]
basis = invariant_tensors(rutile)
assert len(basis) == 2 and moment_dimension(rutile) == 0
VOIGT = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
allowed_entries = [f"{i + 1}{v + 1}" for i in range(3)
                   for v, (j, k) in enumerate(VOIGT)
                   if max(abs(t[i, j, k]) for t in basis) > 1e-8]
assert allowed_entries == ["14", "25", "36"]
assert all(abs(t[0, 1, 2] - t[1, 0, 2]) < 1e-10 for t in basis)
no_anions = structure_symmetry([0, 0, 1], np.empty((0, 3)))
in_plane = structure_symmetry([1, 0, 0], ANIONS)
assert len(invariant_tensors(no_anions)) == 0
assert moment_dimension(in_plane) == 1
print("Rutile, moments along z: operations", len(rutile), "; primed",
      sum(t == -1 for _, t in rutile))
print("  time signs of 4_z, 2_x, 2_[110], I:",
      [time_sign[matrix_key(m)] for m in (FOUR_Z, TWO_X, TWO_110, INVERSION)])
print("  allowed Voigt entries:", ", ".join(allowed_entries),
      "; independent:", len(basis))
print("  independent coefficients without anions:",
      len(invariant_tensors(no_anions)))
print("  spontaneous moment components, moments along x:",
      moment_dimension(in_plane))

# ---- Bond lengths under strain
A_LENGTH, C_LENGTH = 5.0, 3.0                      # angstrom
CELL = np.array([A_LENGTH, A_LENGTH, C_LENGTH])


def bonds(cation):
    vectors = [(p + np.array(n) - cation) * CELL for p in ANIONS
               for n in product(range(-2, 3), repeat=3)]
    return np.array([v for v in vectors if np.linalg.norm(v) < 2.5])


BONDS = [bonds(p) for p in CATIONS]
APICAL = [b[abs(b[:, 2]) < 1e-8] for b in BONDS]
assert all(len(b) == 6 for b in BONDS) and all(len(b) == 2 for b in APICAL)


def apical_stretch(strain):
    return np.array([np.mean(np.linalg.norm(b @ (np.eye(3) + strain), axis=1)
                             / np.linalg.norm(b, axis=1)) - 1 for b in APICAL])


mismatch = []
for j, k in VOIGT:
    strain = np.zeros((3, 3))
    strain[j, k] = strain[k, j] = 1e-3
    lengths = [np.sort(np.linalg.norm(b @ (np.eye(3) + strain), axis=1))
               for b in BONDS]
    mismatch.append(np.max(abs(lengths[0] - lengths[1])))
assert max(mismatch[:5]) < 1e-10 and mismatch[5] > 1e-4
print(f"Model cell: a = {A_LENGTH} angstrom, c = {C_LENGTH} angstrom, u = {U}")
print("Largest A-B bond mismatch at strain 0.001 (angstrom):")
print("  xx,yy,zz,yz,xz:", f"{max(mismatch[:5]):.4f}",
      "; xy:", f"{mismatch[5]:.4f}")

# ---- Mean-field model: energies in meV, stresses in GPa
J_INTER, K_INTRA, GAMMA, C66 = 5.0, 1.0, -10.0, 100.0
KB = const.k / const.e * 1000                       # meV per kelvin
MU_B = const.physical_constants["Bohr magneton"][0]
VOLUME = np.prod(CELL) * const.angstrom**3
NEEL = (J_INTER + K_INTRA) / KB


def self_consistent(temperature, shear_stress, domain):
    strain = np.zeros((3, 3))
    strain[0, 1] = strain[1, 0] = shear_stress / (2 * C66)
    coupling = K_INTRA * (1 + GAMMA * apical_stretch(strain))
    averages = domain * np.array([1.0, -1.0])
    for _ in range(4000):
        field = coupling * averages - J_INTER * averages[::-1]
        averages = np.tanh(field / (KB * temperature))
    return averages


def magnetization(temperature, shear_stress, domain):
    return MU_B * self_consistent(temperature, shear_stress,
                                  domain).sum() / VOLUME


def order_parameter(temperature):
    if temperature >= NEEL:
        return 0.0
    return brentq(lambda s: s - np.tanh(s * NEEL / temperature),
                  1e-4, 1.0, xtol=1e-14)


def lambda36(temperature, domain):
    s = domain * order_parameter(temperature)
    b = (1 - s**2) / (KB * temperature)
    return (2 * MU_B / VOLUME * b * K_INTRA * GAMMA * s
            / (2 * C66 * (1 + b * (J_INTER - K_INTRA))))


STRESS = 0.1
print(f"J = {J_INTER} meV, K = {K_INTRA} meV, gamma = {GAMMA},"
      f" C66 = {C66} GPa")
print(f"Neel temperature: {NEEL:.2f} K")
print("T (K), s, L36 linear formula, L36 self-consistent (A/m per MPa):")
for temperature in (10.0, 20.0, 40.0, 60.0, 80.0):
    for domain in (1, -1):
        numeric = (magnetization(temperature, STRESS, domain)
                   - magnetization(temperature, -STRESS, domain)) / (2 * STRESS)
        formula = lambda36(temperature, domain)
        # finite stress leaves a small cubic term; rounding sets the floor
        assert abs(numeric - formula) < 2e-4 * abs(formula) + 1e-6
        if domain == 1:
            print(f"  {temperature:.0f}  {order_parameter(temperature):.4f}"
                  f"  {formula / 1000:.6f}  {numeric / 1000:.6f}")

T_EXAMPLE = 40.0
print(f"At {T_EXAMPLE:.0f} K, shear stress {1000 * STRESS:.0f} MPa,"
      f" strain {STRESS / (2 * C66):.1e}:")
for domain in (1, -1):
    averages = self_consistent(T_EXAMPLE, STRESS, domain)
    m_z = magnetization(T_EXAMPLE, STRESS, domain)
    assert m_z * domain * GAMMA > 0
    print(f"  domain {domain:+d}: s_A = {averages[0]:.6f},"
          f" s_B = {averages[1]:.6f}")
    print(f"    M_z = {m_z:.3f} A/m; mu0 M_z = {const.mu_0 * m_z * 1e6:.2f}"
          " microtesla")

tensor = np.zeros((3, 3, 3))
tensor[2, 0, 1] = tensor[2, 1, 0] = lambda36(T_EXAMPLE, 1) / 2
for r, theta in rutile:
    moved = theta * determinant(r) * np.einsum("ia,jb,kc,abc", r, r, r, tensor)
    assert np.allclose(moved, tensor)
print(f"Uniaxial stress {1000 * STRESS:.0f} MPa, domain +1, linear response:")
uniaxial = []
for label, direction in (("[110]", [1, 1, 0]), ("[1-10]", [1, -1, 0]),
                         ("[100]", [1, 0, 0])):
    n = np.array(direction) / np.linalg.norm(direction)
    uniaxial.append(np.einsum("ijk,j,k", tensor, n, n)[2] * STRESS)
    print(f"  along {label}: M_z = {uniaxial[-1]:.3f} A/m")
assert abs(uniaxial[0] - magnetization(T_EXAMPLE, STRESS / 2, 1)) < 1e-2
assert abs(uniaxial[0] + uniaxial[1]) < 1e-10 and abs(uniaxial[2]) < 1e-10
print("PASS")
```

It prints:

```
Magnetic point groups (classes): 122
Subgroups enumerated in the two parent groups: 656
Classes with 1': 32 ; with I1' but not 1': 21
Rotation group: allowed with I + without I = sum; n per time character
    1: 1 + 1 = 2; n = [18]
    2: 2 + 4 = 6; n = [8, 10]
  222: 2 + 5 = 7; n = [3, 5]
    4: 2 + 4 = 6; n = [4, 4]
  422: 3 + 10 = 13; n = [1, 3, 2]
    3: 1 + 1 = 2; n = [6]
   32: 2 + 4 = 6; n = [2, 4]
    6: 2 + 4 = 6; n = [4, 2]
  622: 3 + 10 = 13; n = [1, 3, 1]
   23: 1 + 1 = 2; n = [1]
  432: 1 + 2 = 3; n = [0, 1]
Piezomagnetic classes: projection 66 ; characters 66
  without primed operations: 29 ; with primed operations: 37
  also allowing a spontaneous moment: 31
Rutile, moments along z: operations 16 ; primed 8
  time signs of 4_z, 2_x, 2_[110], I: [-1, 1, -1, 1]
  allowed Voigt entries: 14, 25, 36 ; independent: 2
  independent coefficients without anions: 0
  spontaneous moment components, moments along x: 1
Model cell: a = 5.0 angstrom, c = 3.0 angstrom, u = 0.3
Largest A-B bond mismatch at strain 0.001 (angstrom):
  xx,yy,zz,yz,xz: 0.0000 ; xy: 0.0042
J = 5.0 meV, K = 1.0 meV, gamma = -10.0, C66 = 100.0 GPa
Neel temperature: 69.63 K
T (K), s, L36 linear formula, L36 self-consistent (A/m per MPa):
  10  1.0000  -0.000051  -0.000051
  20  0.9981  -0.027182  -0.027182
  40  0.9225  -0.420206  -0.420206
  60  0.6076  -0.616013  -0.616013
  80  0.0000  -0.000000  -0.000000
At 40 K, shear stress 100 MPa, strain 5.0e-04:
  domain +1: s_A = 0.922375, s_B = -0.922715
    M_z = -42.021 A/m; mu0 M_z = -52.80 microtesla
  domain -1: s_A = -0.922375, s_B = 0.922715
    M_z = 42.021 A/m; mu0 M_z = 52.80 microtesla
Uniaxial stress 100 MPa, domain +1, linear response:
  along [110]: M_z = -21.010 A/m
  along [1-10]: M_z = 21.010 A/m
  along [100]: M_z = 0.000 A/m
PASS
```
